# Linear Frequency Sweeps: Landau-Zener Inversion and the Quadratic Phase

## What dimensions and time translation fix

A radiofrequency field of strength \(\omega_1\) (rad/s) is swept through the resonance of a spin 1/2 at a constant rate \(R>0\) (rad/s²). In the limit where the sweep begins and ends infinitely far from resonance, its duration drops out of the inversion probability (the corrections for a finite pulse are examined in the example below). The offset \(\Omega\) of the spin drops out too, since a different offset means that the same passage happens earlier or later. The remaining quantities, \(\omega_1\) and \(R\), form one dimensionless combination, so the probability \(P\) that the spin is not inverted must have the form

\[
P=f\!\left(\omega_1^2/R\right),\qquad f(0)=1. \tag{1}
\]

The sweep frequency meets the spin at \(t_\Omega=\Omega/R\), with \(t=0\) at the centre of the sweep. A precession frequency \(\Omega\) multiplied by a time \(\Omega/R\) is a phase of order \(\Omega^2/R\). Dimensions do not give the function \(f\), nor the sign and coefficient of this phase. These require the dynamics.

## The passage as a two-level crossing

Relaxation and couplings between spins are neglected. In the frame rotating at the centre frequency of the sweep, the pulse lasts from \(-T/2\) to \(T/2\) and

\[
\frac{H}{\hbar}=\Omega I_z+\omega_1\left(I_x\cos\varphi+I_y\sin\varphi\right),\qquad \varphi(t)=\tfrac12Rt^2. \tag{2}
\]

The instantaneous rf frequency in this frame is \(\dot\varphi=Rt\). The sign convention is \(\dot{\mathbf M}=\boldsymbol\omega\times\mathbf M\), so that \(M_+=M_x+iM_y\) precesses freely as \(e^{i\Omega t}\).

Write the state as \(\psi=e^{-i\varphi I_z}\chi\). This rotation turns the rf field onto the \(x\) axis, and its time derivative subtracts \(\dot\varphi I_z\). With \(\tau=t-\Omega/R\),

\[
\frac{H_\chi}{\hbar}=(\Omega-Rt)I_z+\omega_1I_x=-R\tau I_z+\omega_1I_x. \tag{3}
\]

This is the Landau-Zener Hamiltonian: two levels cross linearly in time and are coupled by \(\omega_1/2\). The offset has disappeared into the time origin.

Let \(a\) and \(b\) be the amplitudes of \(\chi\) in the states \(\alpha\) (\(I_z=+\tfrac12\)) and \(\beta\) (\(I_z=-\tfrac12\)). Equation (3) gives \(i\dot a=-\tfrac12R\tau a+\tfrac12\omega_1b\) and \(i\dot b=\tfrac12\omega_1a+\tfrac12R\tau b\). The diagonal terms are removed by

\[
a=e^{iR\tau^2/4}A,\qquad b=e^{-iR\tau^2/4}B, \tag{4}
\]

which leaves

\[
i\dot A=\tfrac12\omega_1e^{-iR\tau^2/2}B,\qquad i\dot B=\tfrac12\omega_1e^{iR\tau^2/2}A. \tag{5}
\]

Differentiate the first equation. The derivative of the exponential gives \(-iR\tau\dot A\), and substituting \(\dot B\) gives \(-\tfrac14\omega_1^2A\). Therefore

\[
\ddot A+iR\tau\dot A+R\nu A=0,\qquad \nu=\frac{\omega_1^2}{4R}. \tag{6}
\]

## The non-inverted probability

The coefficients of (6) are at most linear in \(\tau\), which suggests a Fourier-type integral:

\[
A(\tau)=\int_C k^{-1-i\nu}E\,dk,\qquad E=\exp\!\left(\frac{ik^2}{2R}+ik\tau\right). \tag{7}
\]

The contour \(C\) runs from left to right and passes above the branch point \(k=0\). Its left end has \(\pi<\arg k<3\pi/2\) and its right end \(0<\arg k<\pi/2\), where \(E\) decays. The branch cut lies along the negative imaginary axis. Inserting (7) into (6) gives the integrand

\[
\left(-k^{1-i\nu}-R\tau k^{-i\nu}+R\nu k^{-1-i\nu}\right)E
=iR\,\frac{d}{dk}\left(k^{-i\nu}E\right), \tag{8}
\]

as differentiating the right side confirms. Its integral vanishes because \(E\) vanishes at both ends, so (7) is a solution.

To obtain \(B\), solve the first equation of (5), \(B=(2i/\omega_1)e^{iR\tau^2/2}\dot A\), and use \(\dot A=i\int k^{-i\nu}E\,dk\). Then set \(k=-R\tau+q\), which completes the square in the exponent:

\[
\frac{ik^2}{2R}+ik\tau=\frac{iq^2}{2R}-\frac{iR\tau^2}{2}. \tag{9}
\]

The two amplitudes become

\[
A=e^{-iR\tau^2/2}\!\int(q-R\tau)^{-1-i\nu}e^{iq^2/2R}dq,\qquad
B=-\frac{2}{\omega_1}\int(q-R\tau)^{-i\nu}e^{iq^2/2R}dq. \tag{10}
\]

On the line \(q=e^{i\pi/4}u\), with \(u\) real, the exponential is the Gaussian \(e^{-u^2/2R}\). The integral then comes from \(|q|\) of order \(\sqrt R\), and for large \(|\tau|\) the power may be evaluated at \(q=0\).

**Late times, \(\tau\to+\infty\).** The line passes through \(k=-R\tau\) and crosses the imaginary axis at \(+iR\tau\), above the branch point, as \(C\) must. No other contribution arises. Hence \(A\) falls as \(1/\tau\), and the solution ends in the pure state \(\beta\). Above the branch point the argument of \(k=-R\tau\) is \(\pi\), so

\[
|B(+\infty)|=\frac{2\sqrt{2\pi R}}{\omega_1}\left|(e^{i\pi})^{-i\nu}\right|
=\frac{2\sqrt{2\pi R}}{\omega_1}\,e^{\pi\nu}. \tag{11}
\]

**Early times, \(\tau\to-\infty\).** The centre of the line is now at \(k=R|\tau|\), with argument zero, and its contribution to \(|B|\) lacks the factor \(e^{\pi\nu}\). The line crosses the imaginary axis below the branch point, so a loop around the cut must be added. On the cut \(k=-iy\), and \(|E|=e^{-y|\tau|}\). Since \(|k^{-i\nu}|\) is bounded there, the loop adds to \(B\) a term of order \(1/|\tau|\), which vanishes. Thus

\[
|B(-\infty)|=\frac{2\sqrt{2\pi R}}{\omega_1}. \tag{12}
\]

Normalize the solution so that its final state is \(\beta\) with unit amplitude. Running the evolution \(U\) backwards shows that its initial \(\beta\) amplitude is \(U_{\beta\beta}^*\). The ratio of (12) to (11), squared, is therefore the probability of staying in \(\beta\):

\[
P=|U_{\beta\beta}|^2=e^{-2\pi\nu}=\exp\!\left(-\frac{\pi\omega_1^2}{2R}\right). \tag{13}
\]

The Hamiltonian is traceless, so \(U\) belongs to SU(2) and \(|U_{\alpha\alpha}|=|U_{\beta\beta}|\): the same \(P\) applies to a spin starting in \(\alpha\). Longitudinal magnetization goes from \(M_0\) to

\[
M_z=PM_0-(1-P)M_0=(2P-1)M_0. \tag{14}
\]

For a fast or weak sweep, first-order perturbation theory checks the coefficient independently. With \(A=1\) in (5), the flipped amplitude is \(-\tfrac i2\omega_1\int e^{iR\tau^2/2}d\tau\). The Fresnel integral has modulus \(\sqrt{2\pi/R}\), so the inverted probability is \(\pi\omega_1^2/(2R)\), in agreement with the expansion of \(1-P\). In the opposite limit, \(\omega_1^2\gg R\), \(P\) is exponentially small and the magnetization follows the effective field from one pole to the other.

## Why the inversion time produces a quadratic phase

Consider transverse magnetization present when the sweep begins, with phase \(\alpha_0\). As a first picture, replace the passage by a sudden \(\pi\) rotation at \(t_\Omega=\Omega/R\), about the direction the rf field has at that moment.

Before the rotation the phase has grown to \(\alpha_0+\Omega(t_\Omega+T/2)\). A \(\pi\) rotation about a transverse axis at angle \(\varphi\) changes a phase \(\alpha\) into \(2\varphi-\alpha\). Precession for the remaining time adds \(\Omega(T/2-t_\Omega)\). The terms in \(T\) cancel, and

\[
\alpha_{\rm f}=-\alpha_0+2\varphi(t_\Omega)-2\Omega t_\Omega
=-\alpha_0+\frac{\Omega^2}{R}-\frac{2\Omega^2}{R}
=-\alpha_0-\frac{\Omega^2}{R}. \tag{15}
\]

Unequal precession times before and after the flip give \(-2\Omega^2/R\), and the rf phase at the flip returns half of it. The real passage is not sudden, so the result needs a derivation that includes its finite width.

Far from resonance \(\ddot A\) is negligible in (6) for the slowly varying solution, which leaves \(\dot A/A=i\nu/\tau\). The corresponding equation for \(B\) has \(i\) replaced by \(-i\). The neglected \(\ddot A\) is smaller than \(R\nu A\) by the factor \(\sqrt{1+\nu^2}/(R\tau^2)\). To leading order in \(\omega_1/(R|\tau|)\) and \(1/(\sqrt R\,|\tau|)\),

\[
A\propto|\tau|^{i\nu},\qquad B\propto|\tau|^{-i\nu}. \tag{16}
\]

The constant prefactors before and after the passage are connected by a unitary matrix \(S\). It depends on \(\omega_1\) and \(R\) but not on \(\Omega\), because (6) does not contain \(\Omega\).

The pulse begins at \(\tau_1=-T/2-\Omega/R\) and ends at \(\tau_2=T/2-\Omega/R\). Let \(p=U_{\alpha\alpha}\) and \(q=U_{\alpha\beta}\), where \(q\) now denotes the flip amplitude. To find \(q\), convert the initial \(b\) to \(B\), cross the resonance with \(S_{\alpha\beta}\), and convert the final \(A\) to \(a\). Equations (4) and (16) give

\[
\arg q=\frac R4\left(\tau_1^2+\tau_2^2\right)+\nu\ln\!\left(R|\tau_1\tau_2|\right)+\arg S_{\alpha\beta},\qquad |q|^2=1-P. \tag{17}
\]

In the frame of (3) the transverse magnetization is \(m=2a^*b\), in units of \(M_0\). The final amplitudes are \(a_{\rm f}=pa+qb\) and \(b_{\rm f}=-q^*a+p^*b\). Multiplying out,

\[
m_{\rm f}=p^{*2}m-q^{*2}m^*-2p^*q^*M_z. \tag{18}
\]

The second term is the refocused part: complex conjugation reverses the phase accumulated before the pulse. Returning to the frame of (2) means \(M_+=e^{i\varphi}m\), with \(\varphi=RT^2/8\) at both ends. The refocused part is then \(M_+\to cM_+^*\), with

\[
c=-q^{*2}e^{iRT^2/4},\qquad |c|=1-P. \tag{19}
\]

The two sums needed in (17) are \(\tau_1^2+\tau_2^2=T^2/2+2\Omega^2/R^2\) and \(|\tau_1\tau_2|=T^2/4-\Omega^2/R^2\). In \(\arg c=\pi+RT^2/4-2\arg q\) the terms \(RT^2/4\) cancel. Subtracting the value at zero offset removes the remaining constants:

\[
\Phi(\Omega)\equiv\arg c(\Omega)-\arg c(0)
=-\frac{\Omega^2}{R}-\frac{\omega_1^2}{2R}\ln\!\left[1-\left(\frac{2\Omega}{RT}\right)^2\right]. \tag{20}
\]

The first term confirms (15), including its sign, and it does not require complete inversion. A small \(|c|\) reduces the refocused signal but leaves its parabolic phase in place.

The logarithm comes from off-resonance rf. In the adiabatic limit the spin precesses about an effective field of magnitude \(\sqrt{R^2\tau^2+\omega_1^2}\). Far from resonance this exceeds \(R|\tau|\) by about \(\omega_1^2/(2R|\tau|)\), whose time integral has the logarithmic coefficient in (20). The argument of the logarithm is below one, so this term is positive and opposes the parabola. For small offsets it reduces the curvature by the fraction \(2\omega_1^2/(RT)^2\). It also makes \(\Phi\) depend slightly on \(\omega_1\), whereas the leading term does not. The subtracted constant \(\arg c(0)\) depends on \(\omega_1\) much more strongly, through \(\nu\ln(RT^2/4)\) and \(\arg S_{\alpha\beta}\). For the 8 kHz pulse of the example below, a 5% rise in \(\omega_1\) shifts \(\arg c(0)\) by about −1.3 rad but \(\Phi\) at 50 kHz by only 0.06 rad. The signal refocused by a single sweep therefore dephases when the rf amplitude varies across the sample.

Equation (20) assumes constant amplitude and a resonance well inside the sweep, with \(RT/2-|\Omega|\) much larger than both \(\omega_1\) and \(\sqrt R\). It fails for spins near the ends of the swept band.

## A 200 kHz sweep in 2 ms

Take round parameters: \(T=2.0\) ms, a sweep width of 200 kHz and \(\omega_1/2\pi=8.0\) kHz. Then

\[
R=\frac{2\pi(2.00\times10^5\ {\rm s^{-1}})}{2.0\times10^{-3}\ {\rm s}}
=6.283\times10^8\ {\rm rad/s^2},\qquad
\frac{\omega_1^2}{R}=4.021. \tag{21}
\]

The exponent in (13) is \(\pi(4.0212)/2=6.3165\), so \(P=0.00181\) and \(M_z/M_0=-0.9964\). Reaching \(P=0.01\) would take an rf amplitude of 6.83 kHz. Direct integration of the Bloch equations, with the rf amplitude raised and lowered smoothly over 0.2 ms at each end, gives \(P=0.00180\). At 2 kHz it gives 0.6738, equal to the formula at this precision. The numerical output lists the intermediate cases.

The time shift can be followed directly. For offsets of −50, 0 and 50 kHz, resonance occurs at −0.5000, 0 and 0.5000 ms, while \(M_z\) passes zero at −0.4969, 0.0031 and 0.5031 ms. The common delay of about 3 µs is small compared with the passage time \(\omega_1/R=80\) µs. The whole passage moves with \(\Omega/R\), as (3) requires.

For the phase, the amplitude is constant over the full 2 ms. At 50 kHz offset, \(\Omega=3.1416\times10^5\) rad/s and \(2\Omega/(RT)=0.5\), so (20) gives

\[
\Phi=-\frac{(3.1416\times10^5)^2}{6.2832\times10^8}-\frac{4.021}{2}\ln(0.75)
=-157.08+0.58=-156.50\ {\rm rad}. \tag{22}
\]

The Bloch integration also gives −156.50 rad. Between 0 and 50 kHz its largest departure from (20) is 0.017 rad, so the logarithmic term is clearly resolved at the larger offsets. Below about 9 kHz it is smaller than this departure. With the rf lowered to 3 kHz, \(P=0.411\) and inversion is far from complete, yet the phase at 50 kHz is −156.88 rad, against −157.00 rad from (20). The largest departure over the range is then 0.12 rad. This exceeds the logarithmic term, 0.08 rad at 50 kHz, so at this rf amplitude the comparison confirms the parabola but does not resolve the logarithm.

### What abrupt ends do to the inversion

Constant amplitude has a cost. When the rf is switched suddenly at a distance \(\Delta\) from resonance, the effective field is tilted from \(z\) by about \(\omega_1/|\Delta|\). The initial state therefore contains the other field eigenstate with amplitude about \(\omega_1/(2|\Delta|)\), and the final switch adds a similar term. For zero offset \(\Delta/2\pi\) is 100 kHz at each end, and each term is \(8/200=0.04\). This is comparable with the Landau-Zener amplitude \(\sqrt P=0.0425\).

These amplitudes interfere with offset-dependent phases. At offsets sampled every 250 Hz from 0 to 40 kHz, the computed non-inverted probability ranges from 0.000003 to 0.016 with abrupt ends, and between the samples the peaks reach about 0.018 and the minima fall lower still. With smooth ends it stays between 0.00179 and 0.00182. In this range of offsets, equation (13) thus describes the finite pulse well when its ends are smooth, while abrupt ends can make the inversion better or worse than (13) at a particular offset.

### Echo times and a second pulse

Suppose the spins precess freely for a time \(\delta\) before the sweep and \(t'\) after it, having started with a common phase. Apart from a constant and the small logarithm, the refocused phase is \(\Omega(t'-\delta)-\Omega^2/R\). Neighbouring offsets are in phase where its derivative with respect to \(\Omega\) vanishes:

\[
t'=\delta+\frac{2\Omega}{R}. \tag{23}
\]

Different parts of the spectrum refocus at different times. At 50 kHz the shift is about 1.0 ms, and at −50 kHz it has the opposite sign, so no single delay refocuses the whole band. An echo after the sweep also requires \(t'>0\): at −50 kHz it appears only if \(\delta\) exceeds about 1.0 ms.

A second identical sweep reverses the phase again. Applying \(M_+\to cM_+^*\) twice gives \(c(cM_+^*)^*=|c|^2M_+\), and both terms of (20) cancel. The other terms in (18) leave a small error. From a transverse \(m\) the first pulse produces \(M_z=|a_{\rm f}|^2-|b_{\rm f}|^2=p^*qm+pq^*m^*\), and the second converts it with the factor \(-2p^*q^*\). This path changes the coefficient of \(M_+\) by a term of modulus \(2P(1-P)=0.0036\), and the path with no flip in either pulse adds \(P^2\), which is negligible here. There is also a term proportional to \(M_+^*\). It collects the other half of the \(M_z\) path, of modulus \(2P(1-P)\), and the two paths with a flip in one pulse only, each of modulus \(P(1-P)\), so its modulus is at most \(4P(1-P)\), about 0.007. Here \(P\) is the actual non-inverted probability of the pulse, so these small numbers hold for smooth ends. With abrupt ends the \(M_+^*\) term reaches about 0.08 at some offsets between 0 and 50 kHz. For smooth-ended 8 kHz pulses the computed coefficient of \(M_+\) has phases −0.003 rad at 25 kHz and −0.002 rad at 50 kHz, with moduli 0.995 and 0.999. A single sweep leaves about 157 rad at the larger offset.

## Computed results

```
Pulse duration: 2.0 ms; sweep width: 200 kHz
Sweep rate R: 6.2832e+08 rad/s^2
Main rf amplitude: 8.0 kHz = 50265.5 rad/s
Ratio w1^2/R: 4.0212 (dimensionless)
Exponent pi*w1^2/(2R): 6.3165 (dimensionless)
Formula P: 0.001806; final Mz/M0: -0.996388
Rf amplitude for P = 0.01: 6.831 kHz
Contour solution vs integration, relative error: 3.0e-11
Smooth ends: sin^2 ramps of 0.2 ms at each end
rf 2 kHz: P Bloch 0.673819, formula 0.673825
rf 4 kHz: P Bloch 0.206176, formula 0.206153
rf 6 kHz: P Bloch 0.028641, formula 0.028637
rf 8 kHz: P Bloch 0.001802, formula 0.001806
Offset -50 kHz: resonance -0.5000 ms, Mz = 0 at -0.4969 ms
Offset 0 kHz: resonance 0.0000 ms, Mz = 0 at 0.0031 ms
Offset 50 kHz: resonance 0.5000 ms, Mz = 0 at 0.5031 ms
Spread of delays after resonance: 0.042 us
Phase relative to zero offset, abrupt ends, 8 kHz rf (rad):
10 kHz: parabola -6.283, log 0.020, sum -6.263, Bloch -6.250
25 kHz: parabola -39.270, log 0.130, sum -39.140, Bloch -39.136
50 kHz: parabola -157.080, log 0.578, sum -156.501, Bloch -156.499
Largest phase error of the sum, 0 to 50 kHz: 0.0167 rad
Echo-time shift 2W/R at 50 kHz: 1.000 ms
3 kHz rf: P formula 0.4114, phase at 50 kHz: Bloch -156.883, sum -156.998 rad
3 kHz rf: largest phase error 0.1150 rad
Non-inverted probability over offsets 0 to 40 kHz, 8 kHz rf:
abrupt ends: 0.000003 to 0.016245
smooth ends: 0.001790 to 0.001820
rf 3 kHz, offset 25 kHz: |c| Bloch 0.58860, 1-P 0.58863
rf 8 kHz, offset 25 kHz: |c| Bloch 0.99820, 1-P 0.99819
Two pulses, 25 kHz: kept fraction 0.99503, phase -0.00334 rad
Two pulses, 50 kHz: kept fraction 0.99945, phase -0.00192 rad
```
